Valley splitting for a 90 percent twofold population in (001) silicon

**Question**

Electrons are held against the (001) surface of silicon, with z normal to the surface. Each of the six conduction valleys is an ellipsoid with mass m_l = 0.916 m0 along its long axis and m_t = 0.19 m0 across it. Confinement splits the valleys into a lower twofold ladder (long axis along z) and an upper fourfold ladder (long axis in the plane). Keep one subband in each ladder, with edges E2 and E4, and let Δ = E4 − E2. The bands are parabolic, T = 300 K and kT = 25.85 meV.

(a) Find the density of states per unit area of each subband, including spin and valley degeneracy.

(b) For nondegenerate electrons, derive the splitting that puts a fraction f of them in the twofold valleys. Evaluate it for f = 0.90.

(c) How sensitive is the splitting to f? What share results if Δ is chosen by counting valleys alone, with the masses ignored? What is the share at Δ = 0, and why is it not the bulk value 1/3?

(d) Replace Boltzmann by Fermi statistics. Find the leading change of the share at fixed Δ, and the splitting needed for 90 percent at a sheet density of 10¹³ cm⁻².

(e) The splitting is produced by a uniform field F pressing electrons against an impenetrable wall. Find F. If the field comes from the depletion charge of a uniformly doped substrate with 1.0 V of band bending, find the doping. Are the electrons nondegenerate, and do higher subbands matter? Take the relative permittivity as 11.7, the gap as 1.12 eV and the valence-band density of states as 3 × 10¹⁹ cm⁻³, all rough typical values.

(f) At the field found in (e), a numerical solution that lets the wave function enter the oxide gives Δ = 72.9 meV. Another, which keeps the hard wall but includes the curvature of the depletion potential, gives 90.15 meV. Explain the sign of both changes and assess the model for a real transistor.

**Model answers**

**(a) Densities of states**

The two valleys along z show their short axes in the plane, so both in-plane masses are m_t. Each of the other four shows one long and one short axis, with masses m_l and m_t.

For in-plane masses m_x and m_y, the states below energy E, measured from the subband edge, fill the ellipse

ħ²k_x²/(2m_x) + ħ²k_y²/(2m_y) = E.

Its semi-axes are √(2m_x E)/ħ and √(2m_y E)/ħ, so its area is

A_k = 2π √(m_x m_y) E/ħ².

Per unit real area, k-space holds 2/(2π)² states per unit k-area, the 2 being spin. With g valleys, the number of states below E is

g · [2/(4π²)] · 2π √(m_x m_y) E/ħ² = g √(m_x m_y) E/(πħ²).

Differentiation with respect to E gives a constant density of states in each ladder:

D2 = 2 m_t/(πħ²),
D4 = 4 √(m_l m_t)/(πħ²).

The fourfold density-of-states mass is √(0.916 × 0.19) m0 = 0.417 m0. The ratio is

D4/D2 = 2 √(m_l/m_t) = 4.391.

The upper ladder has twice the valleys and, per valley, about 2.2 times the states.

**(b) The splitting**

For nondegenerate electrons the occupation is exp[−(E − E_F)/kT]. Integrating upward from the edge E_i,

n_i = D_i ∫ exp[−(E − E_F)/kT] dE = D_i kT exp[−(E_i − E_F)/kT].

In the ratio of the two populations the Fermi level cancels:

n4/n2 = (D4/D2) exp[−(E4 − E2)/kT] = 2 √(m_l/m_t) exp(−Δ/kT).

The share is therefore independent of the total density in this regime. From f = n2/(n2 + n4) we have n4/n2 = (1 − f)/f. Hence

exp(Δ/kT) = [f/(1 − f)] · 2 √(m_l/m_t),

Δ = kT ln{[f/(1 − f)] · 2 √(m_l/m_t)}.

For f = 0.90 the first factor is 9, so

Δ = 25.85 meV × ln(9 × 4.391) = 25.85 meV × ln 39.52 = 25.85 meV × 3.677.

**Δ = 95.05 meV = 1.523 × 10⁻²⁰ J**, or about 95 meV.

A test that does not use the density of states supports this value. Boltzmann factors were summed over the discrete plane waves of a periodic square 200 nm on a side, valley by valley, and Δ was varied until the share was 0.90. The result was again 95.05 meV, and doubling the side left it unchanged to the printed precision.

Δ is the full separation of the lowest subband edges, whatever its cause. Biaxial tensile strain in the plane also lowers the twofold valleys, so strain and confinement can share the task.

**(c) Sensitivity and limits**

Write the logarithm as ln f − ln(1 − f) plus a constant. Then

dΔ/df = kT [1/f + 1/(1 − f)] = kT/[f(1 − f)].

At f = 0.90 this is 25.85 meV/0.09, or 2.87 meV for each percentage point. As f approaches 1 the cost diverges, because the upper ladder empties only exponentially.

Counting valleys alone replaces 4.391 by 4/2 = 2 and gives

Δ = kT ln 18 = 74.7 meV.

With the true masses, the population ratio at this splitting is n2/n4 = 18/4.391 = 4.10. The share is 4.10/5.10 = 80.4 percent, nearly ten points short of the target.

At Δ = 0 the one-subband share is

f = 1/(1 + 4.391) = 18.5 percent.

In the bulk, equivalent valleys hold equal numbers, so two out of six hold 1/3. The difference lies in the motion along z, which a single subband per ladder does not count. To restore it, take a hard-walled well of large width L, with levels (πħn/L)²/(2m_z). For large L the sum over levels becomes an integral:

Σ exp(−E_n/kT) → ∫₀^∞ exp[−π²ħ²n²/(2m_z L² kT)] dn = L √[m_z kT/(2πħ²)].

Each population gains a factor √m_z, with m_z = m_l in the twofold valleys and m_z = m_t in the fourfold ones:

n2 ∝ 2 m_t √m_l,
n4 ∝ 4 √(m_l m_t) √m_t = 4 m_t √m_l.

The share is now 2/(2 + 4) = 1/3. An explicit sum for L = 2000 nm gives 33.36 percent. The small excess arises because the sum, which starts at n = 1, falls short of the integral by about 1/2. That is a larger relative loss for the fourfold valleys, whose smaller m_z makes their sum smaller.

**(d) Degenerate electrons**

Let η = (E_F − E2)/kT, δ = Δ/kT and N_i = D_i kT. At 300 K,

N2 = 4.10 × 10¹² cm⁻²,
N4 = 1.80 × 10¹³ cm⁻².

With x the energy above the edge in units of kT, the Fermi integral in two dimensions is elementary:

∫₀^∞ dx/[1 + exp(x − η)] = ln(1 + e^η).

This follows because −ln[1 + exp(η − x)] has the integrand as its derivative. Therefore

n2 = N2 ln(1 + e^η),
n4 = N4 ln(1 + e^(η−δ)).

For small y = e^η, use ln(1 + y) ≈ y − y²/2:

n4/n2 ≈ (N4/N2) e^(−δ) (1 − y e^(−δ)/2)/(1 − y/2)
≈ (N4/N2) e^(−δ) [1 + (y/2)(1 − e^(−δ))].

Since f = 1/(1 + r) with r = n4/n2, a small change of r gives df = −dr/(1 + r)² = −f(1 − f) dr/r. To leading order y = f n/N2, where n is the total density. At fixed Δ,

δf ≈ −f(1 − f) · [f n/(2N2)] · (1 − e^(−δ)).

At n = 10¹² cm⁻² this is −0.09 × 0.110 × 0.975 = −0.010, a loss of one point. The full Fermi expressions give 88.99 percent, in agreement. The share falls because the lower subband fills and the Fermi level rises, which favours the less occupied upper ladder. At the same fixed Δ, the full expressions give 84.1 percent at 5 × 10¹² cm⁻² and 76.6 percent at 10¹³ cm⁻².

To hold 90 percent at n = 10¹³ cm⁻², invert each population for its own reduced Fermi level:

η = ln[exp(n2/N2) − 1],
η − δ = ln[exp(n4/N4) − 1].

With n2 = 9 × 10¹² cm⁻² and n4 = 10¹² cm⁻², the ratios are n2/N2 = 2.193 and n4/N4 = 0.0555. These give η = 2.07 and η − δ = −2.86. Subtraction yields δ = 4.94, hence

Δ = 4.94 kT = 127.7 meV.

Degeneracy thus raises the requirement by about a third at this density.

**(e) Field, doping and higher subbands**

With potential energy qFz for z > 0 and ψ(0) = 0, the motion along z obeys

−(ħ²/2m_z) ψ″ + qFz ψ = Eψ.

Choose the length ℓ = [ħ²/(2m_z qF)]^(1/3) and the variable s = z/ℓ − E/(qFℓ). The equation becomes d²ψ/ds² = sψ, whose decaying solution is the Airy function Ai(s). The wall requires Ai(−E/(qFℓ)) = 0. The first zero lies at s = −a₁ with a₁ = 2.338, so the lowest level is

E = a₁ qFℓ = a₁ [ħ²q²F²/(2m_z)]^(1/3).

The heavy mass m_l belongs to the twofold ladder, which therefore lies lower. Since E varies as m_z^(−1/3),

E4/E2 = (m_l/m_t)^(1/3) = 1.689,
E2 = Δ/(1.689 − 1) = 137.9 meV,
E4 = 232.9 meV.

Solving the level formula for the field,

F = [√(2m_l)/(ħq)] (E2/a₁)^(3/2) = 7.02 × 10⁷ V/m = 0.702 MV/cm.

A finite-difference solution of the same well reproduces the splitting. Halving its grid step from 0.04 to 0.02 nm moves the result by 0.004 meV.

In a depletion layer of width W and acceptor density N_A, the field falls linearly from F at the surface to zero at W. Gauss's law gives F = qN_A W/ε, and the area under the field gives the band bending ψ_s = FW/2. Hence

W = 2ψ_s/F = 28.5 nm,
N_A = εF/(qW) = εF²/(2qψ_s) = 1.6 × 10¹⁸ cm⁻³.

For the electron density, take the acceptors as fully ionized. In the neutral substrate the Fermi level then lies kT ln(N_v/N_A) = 76 meV above the valence band, where N_v is the valence-band density of states. At the surface the twofold edge lies above the Fermi level by

1120 − 76 − 1000 + 138 = 182 meV = 7.0 kT.

The total density is N2(1 + 1/9) exp(−7.0), or about 4 × 10⁹ cm⁻². This is far below N2, so Boltzmann statistics hold. It is also far below the sheet density of ionized acceptors, N_A W = 4.5 × 10¹² cm⁻², so the field comes from the dopants. The usual threshold criterion, which ignores confinement, would already place 1.0 V of bending at the onset of strong inversion; the confinement energy of 138 meV keeps the density low.

The second zero of Ai puts the next twofold level 103.2 meV above the first. It holds exp(−103.2/25.85), or 1.8 percent, of the population of the first. The corresponding gap in the fourfold ladder is larger, so that ladder gains less. With twenty levels in each ladder the share is 90.16 percent, and the one-subband assumption costs 0.16 point at this field.

**(f) The model beside a real transistor**

*Oxide.* In the oxide the wave decays as exp(κz) for z < 0. Continuity of ψ and of ψ′/m gives

ψ(0)/ψ′(0) = m_ox/(m_z κ).

To first order the wave behaves as if the wall had moved outward by this distance, d. Moving the wall of a linear potential by d lowers every level by qFd. Because d varies as 1/m_z, apart from a weak dependence of κ on the level, the fourfold edge drops more and Δ shrinks. The quoted 72.9 meV uses a barrier of 3.1 eV and an oxide mass of 0.5 m0, both rough; oxide masses of 0.4 and 0.6 m0 give 75.0 and 71.1 meV, so the value is good to a few meV only. Its share is 79 percent. Restoring 95 meV then takes 1.12 MV/cm and, at the same 1.0 V of bending, a doping of about 4 × 10¹⁸ cm⁻³.

*Curvature.* The depletion potential energy is qF[z − z²/(2W)]. The negative term lowers the state that extends further from the surface by more. That is the fourfold state, since ℓ varies as m_z^(−1/3), so Δ falls again. The loss of 4.9 meV costs about 4.9/2.87 = 1.7 points in the linear estimate of (c). The two corrections were computed separately, so 1.12 MV/cm does not include curvature. With both included, restoring 95 meV takes about 1.26 MV/cm and a doping of about 5 × 10¹⁸ cm⁻³.

*Nonparabolic bands.* Let the energy ε of a valley obey ε(1 + αε) = K, where K is the parabolic kinetic energy and α = 0.5 eV⁻¹ is a rough value. To first order ε = K − αK². With K = K_z + K_p, normal and in-plane parts, the cross term −2α⟨K_z⟩K_p raises the in-plane mass by the factor 1 + 2α⟨K_z⟩. In a linear potential the virial theorem gives 2⟨K_z⟩ = ⟨qFz⟩, so ⟨K_z⟩ = E/3. The factors are 1.078 for the fourfold and 1.046 for the twofold ladder, with ratio 1.030. A numerical diagonalization gives 1.029 and, at fixed Δ, a share of 89.7 percent. At fixed field the edges move too: to first order each drops by α⟨K_z²⟩. In the linear well ⟨qFz⟩ = 2E/3 and ⟨(qFz)²⟩ = 8E²/15, so ⟨K_z²⟩ = ⟨(E − qFz)²⟩ = E²/5. The drop αE²/5 is larger for the fourfold ladder and takes 3.5 meV off Δ. Diagonalization with the full dispersion gives 3.2 meV and, with the mass change included, a share of about 88.6 percent, so the shift of the edges matters more than the change of in-plane mass.

*Temperature.* At fixed f the required Δ is proportional to T. A chip at 360 K needs 95.05 × 1.2 = 114.1 meV. If Δ stays at 95.05 meV, the share falls to 83.0 percent.

*Real devices.* A channel doping of 10¹⁸ cm⁻³ and above belongs to heavily doped, scaled bulk transistors; 4 × 10¹⁸ cm⁻³ is high for a uniformly doped channel. A transistor that is switched on breaks the nondegenerate assumption: at 10¹³ cm⁻² the requirement rises from 95 to 128 meV at 300 K. The splitting is then no longer set by the dopants alone, because the electrons add qn/ε ≈ 1.5 MV/cm to the surface field. A self-consistent hard-wall, parabolic solution at this density, with the depletion charge held at its value for 1.0 V, gives Δ ≈ 123 meV and a share near 89 percent for N_A = 1.6 × 10¹⁸ cm⁻³, and about 90 meV and 76 percent for 10¹⁷ cm⁻³. The field and doping are less certain than the splitting, since they depend on the treatment of the oxide and leave out image forces. Gap narrowing by the dopants, and incomplete ionization in the neutral substrate (an isolated acceptor level at 45 meV with degeneracy 4 raises the estimate to about 7 × 10⁹ cm⁻²), would change the electron density estimated in (e), but within the depletion approximation not the field or the doping at a given band bending. The 95 meV itself rests on the two masses, the temperature and the assumptions of (b). The numerical output below lists the input values.

Numbers as computed

```
Temperature: 300 K
Longitudinal mass / m0: 0.916
Transverse mass / m0: 0.19
Target twofold share: 90 %
Thermal energy kT: 25.85 meV
Fourfold in-plane DOS mass / m0: 0.4172
DOS ratio fourfold/twofold: 4.391
Logarithm argument: 39.52
Required splitting / kT: 3.677
REQUIRED SPLITTING: 95.05 meV
REQUIRED SPLITTING in SI: 1.523e-20 J
Splitting from explicit k sum: 95.05 meV
Shift on doubling k-sum box: 0 meV
Extra splitting per percentage point: 2.872 meV
One-subband share at zero splitting: 18.55 %
Share in 2000 nm wide well: 33.36 %
Splitting if mass factor omitted: 74.72 meV
Actual share at that splitting: 80.39 %
Twofold thermal density N2: 4.104e+12 cm^-2
Fourfold thermal density N4: 1.802e+13 cm^-2
Fermi share at 1e+11 cm^-2: 89.9 %
Fermi share at 1e+12 cm^-2: 88.99 %
Fermi share at 5e+12 cm^-2: 84.08 %
Fermi share at 1e+13 cm^-2: 76.63 %
Splitting for target at 1e13 cm^-2: 127.7 meV
Hard-wall field needed: 0.7023 MV/cm
Twofold lowest level: 137.9 meV
Fourfold lowest level: 232.9 meV
Grid shift, 0.04 to 0.02 nm: -0.0037 meV
Second twofold level above first: 103.2 meV
Share with 20 levels per ladder: 90.16 %
Rough relative permittivity: 11.7
Rough surface band bending: 1 V
Rough silicon gap: 1.12 eV
Rough valence density of states: 3e+19 cm^-3
Acceptor doping, hard wall: 1.59e+18 cm^-3
Depletion width: 28.5 nm
Estimated weak-inversion density: 4e+09 cm^-2
Splitting with curved potential: 90.15 meV
Rough oxide barrier: 3.1 eV
Rough oxide mass / m0: 0.5
Splitting with oxide penetration: 72.9 meV
Share at that splitting: 79.2 %
Field needed with penetration: 1.12 MV/cm
Doping needed with penetration: 4.1e+18 cm^-3
Rough nonparabolicity: 0.5 eV^-1
Nonparabolic count ratio 4/2: 1.029
Share with nonparabolic counts: 89.74 %
Warm device temperature: 360 K
Share when warm, same splitting: 82.98 %
Splitting for target when warm: 114.1 meV
```
